# Tunnelling from a short-range well in crossed electric and magnetic fields: test program

```python
"""Tunnelling from a short-range well in crossed static fields.

Result under test: width ~ exp(-R), R = (2 kappa^3 / 3F) g(gamma),
  g = (3s / 2 gamma) [1 - (s coth s - 1) / gamma^2],
  s^2 - (s coth s - 1)^2 = gamma^2,   gamma = kappa B / F.
kappa: bound energy is -kappa^2/2;  F: electric force along x;
B: cyclotron frequency (field along z);  s = B * tau0, where tau0 is the
imaginary duration of the under-barrier path.  Units: hbar = m = |e| = 1.
The independent roads are: shooting on the equations of motion, a minimized
one-dimensional barrier integral, and the complex energy of a zero-range well.
"""
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, fsolve, minimize_scalar

GX, GW = np.polynomial.legendre.leggauss(40)


def panel_nodes(a, b, panels):
    edges = np.linspace(a, b, panels + 1)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    return ((mid[:, None] + half[:, None] * GX).ravel(),
            (half[:, None] * GW).ravel())


def solve_s(gamma):
    def mismatch(s):
        return s**2 - (s / np.tanh(s) - 1)**2 - gamma**2
    return brentq(mismatch, 1e-6, gamma**2 / 2 + gamma + 1, xtol=1e-14)


def g_formula(gamma):
    s = solve_s(gamma)
    return 1.5 * s / gamma * (1 - (s / np.tanh(s) - 1) / gamma**2)


def h_function(s):
    """(s coth s - 1)/s^2, with its series near s = 0."""
    s = np.asarray(s, dtype=complex)
    small = np.abs(s) < 0.05
    safe = np.where(small, 1.0, s)
    series = 1 / 3 - s**2 / 45 + 2 * s**4 / 945 - s**6 / 4725
    return np.where(small, series, (safe / np.tanh(safe) - 1) / safe**2)


# ---- road 1: imaginary-time equations of motion, kappa = F = 1, B = gamma
def shoot(gamma):
    # state: x, dx/dtau, eta (y = i eta), u = dy/dt, integral of (1/2 - L)
    def rhs(tau, q):
        x, w, eta, u, action = q
        lagrangian = (u**2 - w**2) / 2 + x + gamma * x * u
        return [w, -(1 + gamma * u), u, -gamma * w, 0.5 - lagrangian]

    def end_state(v):
        sol = solve_ivp(rhs, (0, v[2]), [v[0], 0, 0, v[1], 0],
                        method="DOP853", rtol=1e-11, atol=1e-12)
        return sol.y[:, -1]

    def conditions(v):
        x, w, eta, u, action = end_state(v)
        return [x, eta, u**2 - w**2 + 1]

    root, info, flag, message = fsolve(conditions, [0.5, -0.3, 1.1],
                                       xtol=1e-11, full_output=True)
    assert np.max(np.abs(conditions(root))) < 1e-8, message
    return root, 2 * end_state(root)[4]


# ---- road 2: barrier integral at fixed canonical momentum p, minimized
def barrier_minimum(kappa, F, B):
    q, wq = panel_nodes(0, 1, 4)

    def exponent(p):
        disc = max((p * B + F)**2 - B**2 * (kappa**2 + p**2), 0.0)
        x_exit = (kappa**2 + p**2) / (p * B + F + np.sqrt(disc))
        x = x_exit * (1 - q**2)
        under = np.maximum(kappa**2 + (p - B * x)**2 - 2 * F * x, 0)
        return 2 * np.sum(wq * 2 * q * x_exit * np.sqrt(under))

    p_low = (B**2 * kappa**2 - F**2) / (2 * B * F)
    best = minimize_scalar(exponent, method="bounded",
                           bounds=(p_low + 1e-9 * kappa, p_low + 3 * kappa),
                           options={"xatol": 1e-8 * kappa})
    return best.fun


for gamma in (0.5, 1.0, 2.0):
    s = solve_s(gamma)
    (x_exit, v_exit, tau0), R_path = shoot(gamma)
    assert abs(gamma * tau0 - s) < 1e-6
    assert abs(x_exit - s * np.tanh(s / 2) / gamma**2) < 1e-6
    assert abs(v_exit + (1 - s / np.sinh(s)) / gamma) < 1e-6
    assert abs(R_path - 2 / 3 * g_formula(gamma)) < 1e-6
    # two different wells with equal gamma must share the same ratio g
    for kappa, F in ((1.0, 0.3), (0.02, 4e-7)):
        R_wkb = barrier_minimum(kappa, F, gamma * F / kappa)
        ratio = R_wkb / (2 * kappa**3 / (3 * F))
        assert abs(ratio - g_formula(gamma)) < 1e-6

# ---- monotonic suppression and limiting forms
grid = np.linspace(0.05, 6, 120)
assert np.all(np.diff([g_formula(v) for v in grid]) > 0)
assert abs(g_formula(0.2) - 1 - 0.2**2 / 30) < 0.003 * 0.2**4
assert abs(g_formula(4.0) / (3 * 17**2 / (8 * 64)) - 1) < 1e-5


# ---- diagonal kernel in the plane: closed form against Landau-level sum
def kernel_ratio(beta, F, B):
    s = B * beta / 2
    return s / np.sinh(s) * np.exp(F**2 * beta**3 * h_function(s) / 8)


def landau_sum(beta, F, B, levels=90):
    p, wp = panel_nodes(-14, 14, 30)
    centre = (p * B + F) / B**2
    xi = -np.sqrt(B) * centre
    previous = np.zeros_like(xi)
    current = (B / np.pi)**0.25 * np.exp(-xi**2 / 2)
    total = 0.0
    for n in range(levels):
        energy = B * (n + 0.5) + p**2 / 2 - B**2 * centre**2 / 2
        total += np.sum(wp * np.exp(-beta * energy) * current**2) / (2 * np.pi)
        following = (np.sqrt(2 / (n + 1)) * xi * current
                     - np.sqrt(n / (n + 1)) * previous)
        previous, current = current, following
    return total


kernel_sum = landau_sum(1.5, 0.5, 1.0)
kernel_closed = kernel_ratio(1.5, 0.5, 1.0).real / (2 * np.pi * 1.5)
assert abs(kernel_sum / kernel_closed - 1) < 1e-8


# ---- road 3: complex energy of a zero-range well (kappa = 1)
def resonance_energy(gamma, F):
    B = gamma * F
    s0 = solve_s(gamma)
    beta0 = 2 * s0 / B
    q, wq = panel_nodes(0, np.sqrt(beta0), 30)
    first_leg = 2 * wq / q**2 * (kernel_ratio(q**2, F, B) - 1)
    u_max = 3 / B * np.sqrt(45 * B**3 / (F**2 * np.tanh(s0)))
    u, wu = panel_nodes(0, u_max, 80)
    b = beta0 + 1j * u
    sb = B * b / 2
    growth = F**2 * b**3 * h_function(sb) / 8
    leg_weight = 1j * wu * b**-1.5 * sb / np.sinh(sb)
    r, wr = panel_nodes(beta0, beta0 + 100, 30)
    k = 1.0 + 0j
    for _ in range(40):
        E = -k**2 / 2
        total = (np.sum(first_leg * np.exp(E * q**2))
                 + np.sum(leg_weight * np.exp(E * b + growth))
                 - np.sum(wr * r**-1.5 * np.exp(E * r)))
        k_new = 1 + total / np.sqrt(2 * np.pi)
        change = abs(k_new - k)
        k = k_new
    assert change < 1e-12
    return -k**2 / 2


def width_saddle(gamma, F):
    B = gamma * F
    s = solve_s(gamma)
    sh, ch = np.sinh(s), np.cosh(s)
    slope = 2 * ch / sh - 4 * s / sh**2 + 2 * s**2 * ch / sh**3
    curvature = F**2 * slope / (4 * B)
    prefactor = (2 * s / B)**-1.5 * s / sh / np.sqrt(curvature)
    return prefactor * np.exp(-2 / (3 * F) * g_formula(gamma))


deviations = {}
for gamma in (0.5, 1.0, 2.0):
    dev = [np.log(-2 * resonance_energy(gamma, F).imag
                  / width_saddle(gamma, F)) for F in (0.04, 0.02)]
    deviations[gamma] = dev
for gamma, dev in deviations.items():
    # the error of the leading form must vanish linearly with F/kappa^3
    assert abs(dev[1]) < 0.15, (gamma, dev)
    assert 0.4 < dev[1] / dev[0] < 0.6, (gamma, dev)

# ---- worked example
kappa, F, B = 0.02, 4e-7, 4e-5
gamma = kappa * B / F
F_red = F / kappa**3
s = solve_s(gamma)
R0 = 2 * kappa**3 / (3 * F)
R = R0 * g_formula(gamma)
gamma_tiny = 0.01
width_B = -2 * resonance_energy(gamma, F_red).imag * kappa**2
width_0 = -2 * resonance_energy(gamma_tiny, F_red).imag * kappa**2
saddle_B = width_saddle(gamma, F_red) * kappa**2
saddle_0 = F / (2 * kappa) * np.exp(-R0)
assert abs(width_saddle(gamma_tiny, F_red) * kappa**2 / saddle_0 - 1) < 1e-3
hartree_eV = pc["Hartree energy in eV"][0]
field_unit = pc["atomic unit of electric field"][0]
B_unit = pc["atomic unit of mag. flux density"][0]
time_unit = pc["atomic unit of time"][0]

print(f"kappa = {kappa} a.u.; F = {F:.1e} a.u.; B = {B:.1e} a.u.")
print(f"binding energy = {kappa**2 / 2 * hartree_eV * 1e3:.3f} meV")
print(f"electric field = {F * field_unit / 1e5:.3f} kV/cm")
print(f"magnetic field = {B * B_unit:.3f} T")
print(f"gamma = kappa B/F = {gamma:.3f}")
print(f"F/kappa^3 = {F_red:.3f};  B/kappa^2 = {B / kappa**2:.3f}")
print(f"s = {s:.5f};  tau0 = s/B = {s / B:.1f} a.u.")
print(f"exit point with B = {F / B**2 * s * np.tanh(s / 2):.2f} bohr")
print(f"exit point, B = 0: {kappa**2 / (2 * F):.2f} bohr")
print(f"exit velocity along y = {-F / B * (1 - s / np.sinh(s)):.6f} a.u.")
print(f"conserved momentum p = {F / B * (s / np.tanh(s) - 1):.6f} a.u.")
print(f"exponent R0 (B = 0) = {R0:.4f}")
print(f"g(gamma) = {g_formula(gamma):.5f};  exponent R = {R:.4f}")
print(f"R from minimized barrier integral = {barrier_minimum(kappa, F, B):.4f}")
print(f"exponential suppression exp(R0-R) = {np.exp(R0 - R):.4f}")
print(f"width, saddle formula, with B = {saddle_B:.4e} hartree")
print(f"width, resonance equation, with B = {width_B:.4e} hartree")
print(f"width, saddle formula, B = 0: {saddle_0:.4e} hartree")
print(f"width, resonance eq., gamma = {gamma_tiny}: {width_0:.4e} hartree")
print(f"width ratio (with B)/(B = 0), saddle = {saddle_B / saddle_0:.4f}")
print(f"width ratio, resonance equation = {width_B / width_0:.4f}")
print(f"decay rate with B, resonance eq. = {width_B / time_unit:.4e} 1/s")
print("table: gamma, s, g, weak form 1+gamma^2/30, strong form")
for v in (0.5, 1.0, 2.0, 3.0, 4.0):
    strong = 3 * (v**2 + 1)**2 / (8 * v**3)
    print(f"  {v:.1f}  {solve_s(v):.5f}  {g_formula(v):.5f}"
          f"  {1 + v**2 / 30:.5f}  {strong:.5f}")
print("ln(width resonance eq./saddle) at F/kappa^3 = 0.04 and 0.02:")
for v, dev in deviations.items():
    print(f"  gamma = {v:.1f}: {dev[0]:.4f}  {dev[1]:.4f}")
print(f"kernel: Landau sum {kernel_sum:.8f}, closed {kernel_closed:.8f} a.u.")
print("all assertions hold")
```

Running it gives:

```
kappa = 0.02 a.u.; F = 4.0e-07 a.u.; B = 4.0e-05 a.u.
binding energy = 5.442 meV
electric field = 2.057 kV/cm
magnetic field = 9.402 T
gamma = kappa B/F = 2.000
F/kappa^3 = 0.050;  B/kappa^2 = 0.100
s = 2.54903;  tau0 = s/B = 63725.7 a.u.
exit point with B = 544.86 bohr
exit point, B = 0: 500.00 bohr
exit velocity along y = -0.005991 a.u.
conserved momentum p = 0.015804 a.u.
exponent R0 (B = 0) = 13.3333
g(gamma) = 1.15645;  exponent R = 15.4193
R from minimized barrier integral = 15.4193
exponential suppression exp(R0-R) = 0.1242
width, saddle formula, with B = 7.7383e-13 hartree
width, resonance equation, with B = 6.7541e-13 hartree
width, saddle formula, B = 0: 1.6196e-11 hartree
width, resonance eq., gamma = 0.01: 1.4970e-11 hartree
width ratio (with B)/(B = 0), saddle = 0.0478
width ratio, resonance equation = 0.0451
decay rate with B, resonance eq. = 2.7922e+04 1/s
table: gamma, s, g, weak form 1+gamma^2/30, strong form
  0.5  0.50705  1.00842  1.00833  4.68750
  1.0  1.05901  1.03481  1.03333  1.50000
  2.0  2.54903  1.15645  1.13333  1.17188
  3.0  5.00181  1.38876  1.30000  1.38889
  4.0  8.50001  1.69336  1.53333  1.69336
ln(width resonance eq./saddle) at F/kappa^3 = 0.04 and 0.02:
  gamma = 0.5: -0.0643  -0.0329
  gamma = 1.0: -0.0677  -0.0346
  gamma = 2.0: -0.1096  -0.0557
kernel: Landau sum 0.10010958, closed 0.10010958 a.u.
all assertions hold
```
